Sign change of static cubic susceptibility in asymmetric two-well dipoles

Q: A dipole in a field turns towards it, and once it has turned it has nothing more to give. The polarization must therefore bend below the straight line, and the cubic susceptibility must be negative. Why would two wells of unequal depth change that?

A: The argument assumes that the response starts at its steepest point. Unequal wells bias the dipole before any field is applied, so it may start elsewhere on its curve. To see what follows, we need the curve itself.

Take n dipoles per unit volume, each with two positions. The moment along the field axis is +p in one and −p in the other. At zero field the +p well lies lower by Δ, and I put the zero of energy midway between the wells. A moment μ in a field E has energy −μE, so the two energies are

U₊ = −Δ/2 − pE,  U₋ = +Δ/2 + pE.

A negative Δ describes a dipole whose −p well is the lower one. I assume that Δ does not depend on E, that the dipoles do not interact, that tunnelling between the wells is negligible, and that the field changes slowly enough for the populations to stay in thermal equilibrium.

Q: Then the polarization is a Boltzmann average over two states. Please write it out, so that I can follow the signs.

A: Define the total bias b = (Δ/2 + pE)/kT. The Boltzmann weights are exp(−U₊/kT) = exp(b) and exp(−U₋/kT) = exp(−b). The polarization is n times the mean moment:

P = np (eᵇ − e⁻ᵇ)/(eᵇ + e⁻ᵇ) = np tanh b.

It helps to separate the built-in bias from the drive:

x = Δ/(2kT),  y = pE/kT,  P = np tanh(x + y).

The asymmetry and the field enter as a sum. Changing Δ slides the starting point along a fixed curve.

Q: What do you call the cubic susceptibility? Factors of three and four tend to move about in this subject.

A: I define the susceptibilities by the power series at zero field,

P = P₀ + ε₀(χ₁E + χ₂E² + χ₃E³ + …),

with no factorials taken out. P is the dipolar part of the polarization; the response of the surrounding material is counted separately.

We need three derivatives of f(x) = tanh x. The first is f′ = 1 − f². The chain rule then gives

f″ = −2f f′ = −2f(1 − f²) = −2f + 2f³,

f‴ = (−2 + 6f²) f′ = −2(1 − f²)(1 − 3f²).

Write t = tanh x = tanh(Δ/2kT). Taylor's formula divides the second derivative by 2 and the third by 6, so

P = np[t + (1 − t²)y − t(1 − t²)y² − (1/3)(1 − t²)(1 − 3t²)y³ + …].

Insert y = pE/kT and compare powers of E:

χ₁ = np²(1 − t²)/(ε₀kT),

χ₂ = −np³t(1 − t²)/(ε₀(kT)²),

χ₃ = −np⁴(1 − t²)(1 − 3t²)/(3ε₀(kT)³).

Q: So where does the sign change?

A: At any finite temperature |t| < 1, so 1 − t² is positive, as is the prefactor. The sign of χ₃ is therefore opposite to that of 1 − 3t². It is negative for t² < 1/3, positive for t² > 1/3, and zero at

tanh²(Δ/2kT) = 1/3.

This is a true crossing. With u = t², the derivative of (1 − u)(1 − 3u) = 1 − 4u + 3u² is −4 + 6u, which equals −2 at u = 1/3. Since u rises steadily with |Δ|/kT, there is one crossing as that ratio goes from zero to infinity.

Q: The value one third looks like an accident of algebra. What happens physically?

A: Look at the slope of the polarization, which is proportional to

1 − tanh²b = 1/cosh²b.

This is a bell-shaped curve in the total bias b. For symmetric wells the dipole starts at its top. A field of either sign moves it down, the slope falls, and the response saturates. That is your argument, and there it is right.

For strongly unequal wells the dipole starts in the tail. One sign of field moves it towards the peak and the other moves it further out. The tail curves upward, so the gain exceeds the loss, and the slope averaged over +E and −E rises. The borderline is the inflection point of the bell, where its second derivative vanishes. That second derivative is f‴, and its zero is at t² = 1/3.

Q: Can you express the condition in temperatures and populations?

A: Take Δ > 0, so t = 1/√3. From t = (e²ˣ − 1)/(e²ˣ + 1) we get e²ˣ = (1 + t)/(1 − t), and 2x = Δ/kT. Hence

exp(Δ/kT) = (√3 + 1)/(√3 − 1) = (√3 + 1)²/2 = 2 + √3.

If Δ itself does not change with temperature, the crossing occurs at

T* = Δ/[k ln(2 + √3)],  ln(2 + √3) = 1.317.

Since 1/(2 + √3) = 2 − √3, the same condition reads

cosh(Δ/kT) = [(2 + √3) + (2 − √3)]/2 = 2.

The well populations are (1 ± t)/2, or 0.789 in the lower well and 0.211 in the upper. Above T* the populations are more even and χ₃ is negative; below T* it is positive.

Q: Does the positive sign persist as the sample is cooled towards absolute zero?

A: The sign does, but the size does not. For Δ ≫ kT we have 1 − t² = 1/cosh²x ≈ 4 exp(−Δ/kT), while 1 − 3t² → −2. Therefore

χ₃ ≈ +8np⁴ exp(−Δ/kT)/(3ε₀(kT)³).

The exponential defeats the power of T: almost every dipole is frozen in its lower well. In the opposite limit, Δ ≪ kT, t vanishes and χ₃ → −np⁴/(3ε₀(kT)³), the saturation of symmetric wells. Both limits refer to the coefficient at zero field, so a measurement must keep pE ≪ kT, which becomes harder on cooling. The cold limit also needs a single Δ, no tunnelling and populations still in equilibrium. In the example below, the 0.5 eV barrier makes the relaxation time about 10¹¹ s at 100 K, and at 25 K either the 1 meV tunnel splitting or the 0.01 eV spread would leave the equilibrium χ₃ far above this exponential.

Q: If all dipoles have the same lower well, the sample is polarized without a field. Surely an ordinary disordered dielectric is not.

A: Then take half the dipoles with +Δ and half with −Δ. Reversing Δ reverses t. P₀ and χ₂ are odd in t, so they cancel between the halves. χ₁ and χ₃ contain t² alone, so they are unchanged. For independent dipoles the crossing is the same in both cases.

Q: A Taylor coefficient is measured with a finite field. At the crossing the cubic term is zero, so the next term must take over. Does the zero move?

A: It does, and for the balanced mixture the shift can be found without a series. The mean moment divided by p is

M = ½[tanh(y + x) + tanh(y − x)].

Use tanh A + tanh B = sinh(A + B)/(cosh A cosh B), together with cosh(y + x) cosh(y − x) = ½(cosh 2y + cosh 2x). With z = 2y = 2pE/kT and C = cosh 2x = cosh(Δ/kT),

M = sinh z/(C + cosh z).

For small z this becomes z/(C + 1), the linear response. The nonlinear part vanishes when the two agree:

(C + 1) sinh z = z(C + cosh z).

Collecting the terms in C gives

C = (z cosh z − sinh z)/(sinh z − z).

The numerator begins z³/3 + z⁵/30 and the denominator z³/6 + z⁵/120. Their ratio is 2(1 + z²/10)/(1 + z²/20), so to order z²

cosh(Δ/kT) = 2 + z²/10.

As the field goes to zero this returns the value 2 by a second route. At finite field the required Δ/kT is larger, so the zero moves to lower temperature.

Q: Let me see numbers, for something an engineer might build.

A: Consider charged defects with two positions in an amorphous hafnium oxide capacitor. I choose round model values: Δ = 0.04 eV, p = 0.2 e nm, n = 0.01 nm⁻³ (10¹⁹ cm⁻³), and a field of 0.2 MV/cm. The host has relative permittivity 20. At first I keep all the dipole axes along the field.

The crossing lies at kT* = 0.04 eV/1.317 = 0.0304 eV, or T* = 352 K, which is 79 °C. There pE = 0.2 × 0.02 eV = 0.004 eV, so pE/kT = 0.13 and the expansion is reasonable. The dipolar χ₁ is 0.16, small beside the host permittivity.

For χ₃, use ε₀ = 0.0553 e/(V nm). At T* the prefactor is

np⁴/(3ε₀(kT)³) = 0.01 × 0.2⁴/(3 × 0.0553 × 0.0304³) ≈ 3.4 nm²/V².

It scales as T⁻³, so it is 5.59 nm²/V² at 300 K and 2.54 nm²/V² at 390 K. The values of t² there are 0.421 and 0.285:

χ₃(300 K) = −5.59 × 0.579 × (1 − 1.264) ≈ +0.85 nm²/V²,

χ₃(390 K) = −2.54 × 0.715 × (1 − 0.854) ≈ −0.27 nm²/V².

In SI units these are +8.5 × 10⁻¹⁹ and −2.7 × 10⁻¹⁹ m²/V².

Solving the finite-field condition numerically puts the zero at 351 K for 0.2 MV/cm and at 325 K for 1 MV/cm. The first shift is minor. The second is 27 K, so a measurement at the higher field would misplace the zero-field crossing. These zeros belong to the static polarization minus its linear part. Other quantities weight the higher-order terms differently: for the balanced mixture at 1 MV/cm, the change in differential capacitance vanishes at 304 K, and the third harmonic in a slow field of that amplitude vanishes at 317 K.

Q: You gave every defect the same Δ. In an amorphous film I would expect a spread.

A: So would I, and a spread can change the result qualitatively. For a narrow spread about the mean, averaging f‴ adds half the variance of x times the fifth derivative f⁽⁵⁾. Starting from f‴ = −2 + 8f² − 6f⁴,

f⁗ = (16f − 24f³)(1 − f²) = 16f − 40f³ + 24f⁵,

f⁽⁵⁾ = (16 − 120f² + 120f⁴)(1 − f²).

At f² = 1/3 this is (16 − 40 + 40/3)(2/3) = −64/9. The average of f‴ at T* is therefore still negative, and the sample must be cooled further to reach zero. For a Gaussian spread with standard deviation 0.01 eV, numerical quadrature places the zero at 336 K, 17 K below T*.

A broad spread can remove the crossing. Let Δ be uniformly distributed from 0 to W, and put x_W = W/(2kT) and t_W = tanh x_W. The average is an integral of a derivative:

⟨f‴⟩ = (1/x_W) ∫₀^(x_W) f‴ dx = [f″(x_W) − f″(0)]/x_W = −2t_W(1 − t_W²)/x_W.

Multiplying by np⁴/(6ε₀(kT)³) gives

⟨χ₃⟩ = −np⁴ t_W(1 − t_W²)/(3ε₀(kT)³x_W).

This is negative at every finite temperature. With W = 0.08 eV, which has the same mean Δ as before, it is −0.55 nm²/V² at 300 K, where the single-Δ model gave +0.85. The mean of Δ therefore does not decide whether the sign changes; the shape of the distribution matters. A flat distribution starting at zero gives no crossing, however wide it is.

Q: An amorphous film has no reason to line up its defect axes with the field either.

A: For an axis at angle θ, the field component along the axis is E cos θ, and the moment projected back on the field brings another cos θ. The cubic term therefore carries cos⁴θ. If Δ is independent of direction, averaging over random axes gives, with c = cos θ,

⟨cos⁴θ⟩ = ∫₀¹ c⁴ dc = 1/5.

The cubic response falls to one fifth, but its zero stays at t² = 1/3. If Δ were correlated with direction, the average would not factor in this way.

Q: You also used the applied field, although a defect in a material of permittivity 20 feels its polarized surroundings.

A: Part of that effect is contained in p, which I define as half the rate at which the well energy difference changes with the macroscopic field E. A Lorentz model shows what this means. Let p_b be the bare moment, P_b the polarization of the bare dipoles and P_h that of the host:

E_loc = E + (P_h + P_b)/(3ε₀),  P_h = aε₀E_loc.

Without dipoles, E_loc = E/(1 − a/3) and P_h = (κ − 1)ε₀E, where κ is the host permittivity. Hence a/(1 − a/3) = κ − 1, so a = 3(κ − 1)/(κ + 2) and 1/(1 − a/3) = (κ + 2)/3 ≡ g. With dipoles present,

E_loc = g[E + P_b/(3ε₀)].

The dipoles also polarize the host by agP_b/3 = (κ − 1)P_b/3. Their total contribution is P_d = P_b[1 + (κ − 1)/3] = gP_b. The coupling energy becomes

p_b E_loc = p[E + P_d/((κ + 2)ε₀)],  p = gp_b.

Here g = 22/3 = 7.3, so the effective 0.2 e nm corresponds to a bare moment of 0.027 e nm. What remains is the field of the other dipoles. I keep only its weak mean part and neglect its variation from site to site. For the example's density, an estimate from pairs of point dipoles puts the neglected effect on the crossing at up to about 2 K, depending on how close two defects may lie.

Q: Does that remaining field move the crossing?

A: Within this mean-field model, not for the balanced mixture. Put λ = 1/(κ + 2), and let primes mark susceptibilities with the interaction included. The dipoles respond to F = E + λP_d/ε₀, and P_d is odd in E. Matching the E³ terms gives

χ₃′ = λχ₁χ₃′ + χ₃(1 + λχ₁′)³,

χ₃′ = χ₃(1 + λχ₁′)³/(1 − λχ₁).

Here λχ₁ is about 0.16/22 = 0.007, so the factor multiplying χ₃ is positive and the zero is unchanged.

If all dipoles have the same sign of Δ, two further effects appear. The field of P₀ increases the existing bias. In addition, the second-order polarization feeds back through χ₂ and adds a positive cubic term proportional to λχ₂². Both raise the crossing temperature. Iterating the mean-field equation to self-consistency gives 359 K instead of 352 K.

Q: What about tunnelling, and how slow is "static"?

A: For tunnelling, add a coupling between the two positions that would split equal wells by 1 meV. Diagonalizing the resulting two-state Hamiltonian and averaging thermally moves the zero by about 0.02 K, which is negligible here.

For the time scale, take a barrier V = 0.5 eV measured from the mean well level and an attempt rate ν = 10¹³ s⁻¹. The escape rates are ν exp[−(V + Δ/2)/kT] from the lower well and ν exp[−(V − Δ/2)/kT] from the upper. A population disturbance decays at their sum,

1/τ = 2ν exp(−V/kT) cosh(Δ/2kT).

At 300 K this gives τ = 9.5 μs and a corner frequency 1/(2πτ) of about 17 kHz. The barrier enters exponentially, so another defect could be far slower.

In a slow field E₀ cos ωt, the identity cos³ωt = (3 cos ωt + cos 3ωt)/4 gives a third harmonic of amplitude ε₀χ₃E₀³/4 at leading order. The part in phase with cos 3ωt has the sign of χ₃ when 3ωτ ≪ 1 and pE₀ ≪ kT, except close to T*, where χ₃ is small and the corrections decide. With the rates above, Δ/2 replaced by Δ/2 + pE and a weak drive, the in-phase part vanishes at 350 K for 3ωτ = 0.1 and at 329 K for 3ωτ = 0.3, and a part in quadrature remains.

Q: Suppose I build the capacitor and warm it through 79 °C. Shall I see the nonlinearity reverse?

A: Not necessarily, because the host has a cubic response of its own. Let the relative capacitance change be αV² in a film of thickness d. The differential permittivity changes by 3χ_hE² with E = V/d, so α = 3χ_h/(κd²). As a rough size take α = 1000 ppm/V² for a 10 nm film, and assign all of it to the host:

χ_h = καd²/3 = 20 × 0.001 × 100/3 ≈ 0.67 nm²/V².

If this is independent of temperature, the total is about +1.5 nm²/V² at 300 K and +0.4 nm²/V² at 390 K. Both are positive, although the dipolar part has changed sign between them. With random axes the dipolar parts shrink to about +0.17 and −0.05 nm²/V², and the host dominates further. The host contribution would have to be separated, for instance by measuring far above the corner frequency 1/(2πτ), which rises steeply on warming, so that these dipoles hardly respond, provided that the host response is the same there.

Q: How close, then, is the example to a real hafnium oxide capacitor?

A: The permittivity near 20, the 10 nm thickness and a breakdown field of roughly 4 MV/cm are typical rough sizes. The example's 0.2 MV/cm is 5% of that breakdown field and corresponds to 0.2 V across the film. One volt would give 1 MV/cm, where the model's zero for aligned axes has already moved to between 304 and 325 K, depending on the quantity measured. The defect values Δ, p, n and V are chosen, not measured. The assumption of a single Δ also matters: a 0.01 eV spread costs 17 K, and a flat spread starting at zero abolishes the crossing. The 352 K is therefore a property of this model, not a prediction for a given film.

Q: Then what may I infer if I do find a positive cubic response at low temperature and a negative one at high temperature?

A: If the host part has been removed, the field is small and the frequency is low enough, the observation is consistent with asymmetric two-well dipoles. It does not prove that they are the cause. If you also have grounds for a narrow distribution of Δ that does not vary with temperature, the crossing gives an estimate of the asymmetry, Δ ≈ 1.317 kT*. Without those grounds, the temperature of the zero reflects the whole distribution.

All numerical values are calculated from the stated model.
